# Lower bounds on the quantum metric from Berry curvature and Chern number: a program that tests the result

```python
"""Bounds on the quantum metric in two dimensions.

Result under test, for a gapped set of bands with projector P(k):
    det g >= Omega^2/4,   tr g >= |Omega|,
    integral of tr g >= integral of |Omega| >= 2 pi |C|.
Symbols: Q_ij = Tr[P d_iP d_jP] is the quantum geometric tensor,
g = Re Q the metric, Omega = -2 Im Q_xy the Berry curvature
(A = i<u|du>, Omega = d_x A_y - d_y A_x), C = integral of Omega / (2 pi).
Units: lattice constant a = 1, hopping energy t = 1.
"""
import numpy as np
from scipy.integrate import quad

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]], complex)
SZ = np.array([[1, 0], [0, -1]], complex)


# A model is a list of matrices multiplying 1, cos kx, sin kx, cos ky, sin ky.
def two_band(m):
    return [m * SZ, SZ, SX, SZ, SY]


def three_band(m, third_energy, coupling):
    mats = []
    for block in two_band(m):
        big = np.zeros((3, 3), complex)
        big[:2, :2] = block
        mats.append(big)
    mats[0][2, 2] = third_energy
    mats[2][0, 2] = mats[2][2, 0] = coupling   # coupling * sin kx
    mats[4][1, 2] = mats[4][2, 1] = coupling   # coupling * sin ky
    return mats


def four_band(m_first, m_second, coupling):
    mats = []
    for b1, b2 in zip(two_band(m_first), two_band(m_second)):
        big = np.zeros((4, 4), complex)
        big[:2, :2] = b1
        big[2:, 2:] = b2
        mats.append(big)
    mats[0][:2, 2:] = coupling * SX
    mats[0][2:, :2] = coupling * SX
    return mats


def combine(model, coefficients):
    return sum(np.multiply.outer(c, mat) for c, mat in zip(coefficients, model))


def hamiltonian(model, kx, ky):
    return combine(model, [np.ones_like(kx), np.cos(kx), np.sin(kx),
                           np.cos(ky), np.sin(ky)])


def sum_over_states(model, nocc, kx, ky):
    """gxx, gyy, gxy, Omega and direct gap from velocity matrix elements."""
    zero = np.zeros_like(kx)
    energy, vec = np.linalg.eigh(hamiltonian(model, kx, ky))
    hx = combine(model, [zero, -np.sin(kx), np.cos(kx), zero, zero])
    hy = combine(model, [zero, zero, zero, -np.sin(ky), np.cos(ky)])
    occ, emp = vec[..., :nocc], vec[..., nocc:]
    emp_dag = np.conj(np.swapaxes(emp, -1, -2))
    denom = energy[..., None, :nocc] - energy[..., nocc:, None]
    x = emp_dag @ hx @ occ / denom
    y = emp_dag @ hy @ occ / denom
    gxx = np.sum(abs(x)**2, axis=(-2, -1))
    gyy = np.sum(abs(y)**2, axis=(-2, -1))
    qxy = np.sum(np.conj(x) * y, axis=(-2, -1))
    return gxx, gyy, qxy.real, -2 * qxy.imag, energy[..., nocc] - energy[..., nocc - 1]


def projector(frame, kx, ky):
    u = frame(kx, ky)
    return u @ u.conj().T


def from_definition(frame, kx, ky, h=2e-3):
    """Metric from projector distances, curvature from a small-loop phase."""
    def distance(ax, ay):
        diff = (projector(frame, kx + h * ax / 2, ky + h * ay / 2)
                - projector(frame, kx - h * ax / 2, ky - h * ay / 2))
        return 0.5 * np.linalg.norm(diff)**2 / h**2
    gxx, gyy = distance(1, 0), distance(0, 1)
    gxy = (distance(1, 1) - gxx - gyy) / 2
    corners = [frame(kx + sx * h / 2, ky + sy * h / 2)
               for sx, sy in ((-1, -1), (1, -1), (1, 1), (-1, 1))]
    loop = 1.0
    for i in range(4):
        loop = loop * np.linalg.det(corners[i].conj().T @ corners[(i + 1) % 4])
    return gxx, gyy, gxy, -np.angle(loop) / h**2


def chiral_norm(frame, kx, ky, s, h=2e-3):
    """Squared norm of (1-P)(d_x + i s d_y)u, from differences of P."""
    px = (projector(frame, kx + h / 2, ky) - projector(frame, kx - h / 2, ky)) / h
    py = (projector(frame, kx, ky + h / 2) - projector(frame, kx, ky - h / 2)) / h
    return np.linalg.norm((px + 1j * s * py) @ frame(kx, ky))**2


def link_chern(model, nocc, n=48):
    """Chern number from phases of overlaps between neighbouring k points."""
    k = 2 * np.pi * (np.arange(n) + 0.5) / n
    kx, ky = np.meshgrid(k, k, indexing="ij")
    u = np.linalg.eigh(hamiltonian(model, kx, ky))[1][..., :nocc]
    u_dag = np.conj(np.swapaxes(u, -1, -2))
    lx = np.linalg.det(u_dag @ np.roll(u, -1, axis=0))
    ly = np.linalg.det(u_dag @ np.roll(u, -1, axis=1))
    loop = lx * np.roll(ly, -1, axis=0) * np.conj(np.roll(lx, -1, axis=1)) * np.conj(ly)
    return -np.sum(np.angle(loop)) / (2 * np.pi)


def zone_data(model, nocc, n):
    k = 2 * np.pi * (np.arange(n) + 0.5) / n
    kx, ky = np.meshgrid(k, k, indexing="ij")
    gxx, gyy, gxy, curv, gap = sum_over_states(model, nocc, kx, ky)
    det, trace = gxx * gyy - gxy**2, gxx + gyy
    area = (2 * np.pi / n)**2
    integrals = area * np.array([trace.sum(),
                                 2 * np.sqrt(np.maximum(det, 0)).sum(),
                                 abs(curv).sum(), curv.sum()])
    return integrals, det - curv**2 / 4, trace - abs(curv), curv, gap.min()


THIRD_ENERGY, COUPLING3 = 3.0, 0.6
M_FIRST, M_SECOND, COUPLING4 = 1.0, 0.8, 0.3
cases = [("two-band m=1", two_band(1.0), 1),
         ("two-band m=3", two_band(3.0), 1),
         ("three-band", three_band(1.0, THIRD_ENERGY, COUPLING3), 1),
         ("four-band, 2 occupied", four_band(M_FIRST, M_SECOND, COUPLING4), 2)]

# Local tests at random k: definitions against the sum over states.
rng = np.random.default_rng(7)
largest_deviation = 0.0
for name, model, nocc in cases:
    def frame(x, y, model=model, nocc=nocc):
        return np.linalg.eigh(hamiltonian(model, x, y))[1][:, :nocc]
    for kx, ky in rng.uniform(0, 2 * np.pi, (12, 2)):
        direct = np.array(from_definition(frame, kx, ky))
        states = np.array(sum_over_states(model, nocc, kx, ky)[:4])
        deviation = np.max(abs(direct - states))
        largest_deviation = max(largest_deviation, deviation)
        assert deviation < 1e-4          # finite-difference error of order h^2
        gxx, gyy, gxy, curv = direct
        tensor = np.array([[gxx, gxy - 0.5j * curv], [gxy + 0.5j * curv, gyy]])
        assert np.linalg.eigvalsh(tensor)[0] > -1e-4
        for s in (1, -1):
            expected = states[0] + states[1] + s * states[3]
            assert abs(chiral_norm(frame, kx, ky, s) - expected) < 1e-4

# Worked point of the two-band model, by the unit vector n = d/|d|.
kx0, ky0, m0 = np.pi / 2, 0.0, 1.0
d = np.array([np.sin(kx0), np.sin(ky0), m0 + np.cos(kx0) + np.cos(ky0)])
dx = np.array([np.cos(kx0), 0, -np.sin(kx0)])
dy = np.array([0, np.cos(ky0), -np.sin(ky0)])
length = np.linalg.norm(d)
n_vec = d / length
nx = (dx - n_vec * (n_vec @ dx)) / length
ny = (dy - n_vec * (n_vec @ dy)) / length
by_vector = np.array([nx @ nx / 4, ny @ ny / 4, nx @ ny / 4,
                      n_vec @ np.cross(nx, ny) / 2])
point = np.array(sum_over_states(two_band(m0), 1, kx0, ky0)[:4])
assert np.allclose(by_vector, point, atol=1e-12)
pxx, pyy, pxy, pcurv = point
print("Units: a = lattice constant, t = hopping energy")
print(f"Largest deviation, definition vs sum over states: {largest_deviation:.1e} a^2")
print("Two-band model, m = 1 t, k = (pi/2, 0)/a, lower band:")
print(f"  d = ({d[0]:.3f}, {d[1]:.3f}, {d[2]:.3f}) t, |d| = {length:.5f} t")
print(f"  g_xx = {pxx:.5f} a^2, g_yy = {pyy:.5f} a^2, g_xy = {abs(pxy):.5f} a^2")
print(f"  Omega = {pcurv:.5f} a^2")
print(f"  det g = {pxx * pyy - pxy**2:.6f} a^4, Omega^2/4 = {pcurv**2 / 4:.6f} a^4")
print(f"  tr g = {pxx + pyy:.5f} a^2, |Omega| = {abs(pcurv):.5f} a^2")

# Brillouin-zone tests.
print(f"Three-band: m = 1 t, third level {THIRD_ENERGY} t, coupling {COUPLING3} t")
print(f"Four-band: m = {M_FIRST} t and {M_SECOND} t, coupling {COUPLING4} t")
MESH = 320
print(f"Zone mesh: {MESH} x {MESH} points")
for name, model, nocc in cases:
    integrals, det_excess, trace_excess, curv, gap = zone_data(model, nocc, MESH)
    coarse = zone_data(model, nocc, MESH // 2)[0]
    int_trace, int_det, int_abs, int_curv = integrals
    # |Omega| has kinks where Omega changes sign: mesh error of order spacing^2
    assert np.max(abs(integrals - coarse)) < 2e-3
    chern = link_chern(model, nocc)
    assert gap > 0.1
    assert abs(int_curv / (2 * np.pi) - round(chern)) < 1e-6
    assert abs(chern - round(chern)) < 1e-8
    assert det_excess.min() > -1e-12 and trace_excess.min() > -1e-12
    if len(model[0]) == 2:
        assert np.max(abs(det_excess)) < 1e-12
    else:
        assert det_excess.max() > 1e-5
    bound = 2 * np.pi * abs(round(chern))
    assert int_trace >= int_det - 1e-6 and int_det >= int_abs - 1e-6
    assert int_abs >= bound - 1e-6
    print(f"{name}: C = {round(chern)}, smallest direct gap = {gap:.3f} t")
    print(f"  integral of tr g           = {int_trace:.3f} (dimensionless)")
    print(f"  integral of 2 sqrt(det g)  = {int_det:.3f} (dimensionless)")
    print(f"  integral of |Omega|        = {int_abs:.3f} (dimensionless)")
    print(f"  2 pi |C|                   = {bound:.3f} (dimensionless)")
    print(f"  largest det g - Omega^2/4  = {abs(det_excess.max()):.2e} a^4")
    print(f"  Omega from {curv.min():.4f} to {curv.max():.4f} a^2")


# Saturating case on the whole plane: u proportional to (1, kx + i ky).
def holomorphic_frame(x, y):
    u = np.array([[1.0], [x + 1j * y]], complex)
    return u / np.linalg.norm(u)


for kx, ky in rng.uniform(-2, 2, (12, 2)):
    gxx, gyy, gxy, curv = from_definition(holomorphic_frame, kx, ky)
    formula = 2 / (1 + kx**2 + ky**2)**2
    assert abs(gxx + gyy - formula) < 1e-4 and abs(curv + formula) < 1e-4
    assert chiral_norm(holomorphic_frame, kx, ky, 1) < 1e-8


def radial_trace(k, h=1e-3):
    total = 0.0
    for ax, ay in ((1, 0), (0, 1)):
        diff = (projector(holomorphic_frame, k + ax * h / 2, ay * h / 2)
                - projector(holomorphic_frame, k - ax * h / 2, -ay * h / 2))
        total += 0.5 * np.linalg.norm(diff)**2 / h**2
    return 2 * np.pi * k * total


plane_integral = quad(radial_trace, 0, np.inf, epsabs=1e-7, epsrel=1e-7)[0]
assert abs(plane_integral - 2 * np.pi) < 1e-4
print("Holomorphic state (1, kx + i ky) on the plane, k dimensionless:")
print(f"  integral of tr g = {plane_integral:.4f}, 2 pi = {2 * np.pi:.4f} (dimensionless)")
print("success")
```

Printed output:

```
Units: a = lattice constant, t = hopping energy
Largest deviation, definition vs sum over states: 7.0e-07 a^2
Two-band model, m = 1 t, k = (pi/2, 0)/a, lower band:
  d = (1.000, 0.000, 2.000) t, |d| = 2.23607 t
  g_xx = 0.01000 a^2, g_yy = 0.05000 a^2, g_xy = 0.00000 a^2
  Omega = 0.04472 a^2
  det g = 0.000500 a^4, Omega^2/4 = 0.000500 a^4
  tr g = 0.06000 a^2, |Omega| = 0.04472 a^2
Three-band: m = 1 t, third level 3.0 t, coupling 0.6 t
Four-band: m = 1.0 t and 0.8 t, coupling 0.3 t
Zone mesh: 320 x 320 points
two-band m=1: C = -1, smallest direct gap = 2.000 t
  integral of tr g           = 8.954 (dimensionless)
  integral of 2 sqrt(det g)  = 7.470 (dimensionless)
  integral of |Omega|        = 7.470 (dimensionless)
  2 pi |C|                   = 6.283 (dimensionless)
  largest det g - Omega^2/4  = 4.16e-17 a^4
  Omega from -0.5000 to 0.0556 a^2
two-band m=3: C = 0, smallest direct gap = 2.000 t
  integral of tr g           = 1.530 (dimensionless)
  integral of 2 sqrt(det g)  = 1.178 (dimensionless)
  integral of |Omega|        = 1.178 (dimensionless)
  2 pi |C|                   = 0.000 (dimensionless)
  largest det g - Omega^2/4  = 3.47e-17 a^4
  Omega from -0.0555 to 0.4996 a^2
three-band: C = -1, smallest direct gap = 1.915 t
  integral of tr g           = 9.313 (dimensionless)
  integral of 2 sqrt(det g)  = 7.820 (dimensionless)
  integral of |Omega|        = 7.471 (dimensionless)
  2 pi |C|                   = 6.283 (dimensionless)
  largest det g - Omega^2/4  = 8.49e-03 a^4
  Omega from -0.6094 to 0.0570 a^2
four-band, 2 occupied: C = -2, smallest direct gap = 1.375 t
  integral of tr g           = 18.642 (dimensionless)
  integral of 2 sqrt(det g)  = 15.405 (dimensionless)
  integral of |Omega|        = 15.137 (dimensionless)
  2 pi |C|                   = 12.566 (dimensionless)
  largest det g - Omega^2/4  = 6.14e-03 a^4
  Omega from -1.3582 to 0.1176 a^2
Holomorphic state (1, kx + i ky) on the plane, k dimensionless:
  integral of tr g = 6.2832, 2 pi = 6.2832 (dimensionless)
success
```
